# The Triangular-Well Sum Rule and the Spacing of Airy Zeros, part 2

An electron of charge \(-e\) and mass \(m\) for motion along \(z\) (the normal mass) is pushed by a uniform field of magnitude \(F\) towards a hard wall at \(z=0\). Its Hamiltonian \(H\) has potential energy \(eFz\), and its length scale is
\[
l=\left(\frac{\hbar^2}{2meF}\right)^{1/3}. \tag{7}
\]
The energies are \(E_n=eFl\,a_n\), where \(a_1<a_2<\cdots\) are the magnitudes of the zeros of the Airy function \(\mathrm{Ai}\). The real, normalised states are \(\psi_n(z)=l^{-1/2}u_n(x)\), with \(x=z/l\).

The dipole elements are \(z_{mn}=lx_{mn}\), with \(x_{mn}=\int_0^\infty u_mxu_n\,dx\). For \(m\ne n\),
\[
x_{mn}=-\frac2{(a_m-a_n)^2}. \tag{20}
\]
The transition from \(n\) to \(m\) has strength
\[
f_{mn}=\frac{2m}{\hbar^2}(E_m-E_n)|z_{mn}|^2, \tag{21}
\]
where \(m\) in the prefactor is the mass. The strengths obey
\[
\sum_mf_{mn}=-2\int_0^\infty xu_nu_n'\,dx
=-\big[xu_n^2\big]_0^\infty+\int_0^\infty u_n^2\,dx=1, \tag{24}
\]
\[
f_{mn}=\frac4{(a_m-a_n)^3}\quad(m\ne n). \tag{25}
\]
Together these prove the identity
\[
\boxed{\sum_{k=2}^{\infty}\frac1{(a_k-a_1)^3}=\frac14.} \tag{10}
\]
The same signed sum, measured from any other state, is also one quarter. The remainder after the zero numbered \(N\) is
\[
R_N\simeq\frac4{9\pi^2N}. \tag{29}
\]
This is the "simple estimate" in the numerical output. The "integral" there keeps \(a_1\) in the denominator and uses the density of zeros \(\sqrt a/\pi\).

The mean depth and the strength-weighted transition energy are given by
\[
\langle z\rangle_n=\frac{\partial E_n}{\partial(eF)}
=\frac{2E_n}{3eF}=\frac23a_nl, \tag{31}
\]
\[
\sum_{m>1}f_{m1}(E_m-E_1)=\frac43E_1. \tag{32}
\]

The example uses \(a_1=2.3381\) and \(a_2-a_1=1.7498\). In what follows, \(m_e\) is the free-electron mass, \(\varepsilon_o\) the oxide permittivity, \(\mu\) the mobility, \(m_\parallel\) the mass parallel to the wall, \(k_B\) Boltzmann's constant and \(T\) the temperature.

### A worked inversion layer

Take a normal mass of \(0.9m_e\), a surface field of 0.50 MV/cm and a relative permittivity of 12. These round values lie roughly in the regime of an electron inversion layer on silicon (100). Equation (7) gives \(l=0.9460\) nm. Since 0.50 MV/cm is 0.050 V/nm,
\[
eFl=(0.050\ \text{eV/nm})(0.9460\ \text{nm})=47.3\ \text{meV}. \tag{33}
\]
The lowest energy and the first spacing are
\[
\begin{aligned}
E_1&=2.3381\times47.30\ \text{meV}=110.6\ \text{meV},\\
E_2-E_1&=1.7498\times47.30\ \text{meV}=82.8\ \text{meV}.
\end{aligned} \tag{34}
\]
The mean depth from (31) and the dipole length are
\[
\begin{aligned}
\langle z\rangle_1&=\tfrac23(2.3381)(0.9460\ \text{nm})=1.475\ \text{nm},\\
|z_{21}|&=\frac{2(0.9460\ \text{nm})}{(1.7498)^2}=0.618\ \text{nm}.
\end{aligned} \tag{35}
\]
The strength \(f_{21}=0.747\) applies to light polarised along \(z\), and uses the normal mass in (21). By (32), the strength-weighted mean transition energy is 147 meV. It lies well above the first spacing because of the long tail of transitions. This figure belongs to the ideal well rather than to silicon: about 29 meV of it comes from levels above 1 eV, and about 15 meV from levels above the 3.1 eV oxide barrier used below, although these carry only about 1 percent and 0.2 percent of the strength. A parabolic band and a hard wall do not hold at such energies.

### Screening by the electrons themselves

The largest correction to the spacing among those computed here comes from the inversion charge. Let its density be \(N_s=1.0\times10^{12}\) cm\(^{-2}\), all in the ground subband, and let \(\varepsilon\) be the semiconductor permittivity. The surface field is held at 0.50 MV/cm. If \(P(z)\) is the fraction of electrons between the wall and \(z\), Gauss's law gives the potential energy
\[
V(z)=eFz-\frac{e^2N_s}{\varepsilon}\int_0^zP(z')\,dz'. \tag{36}
\]
The full inversion charge changes the field by 0.151 MV/cm, about 30 percent of its surface value.

Solving for \(\psi_1\) and \(V\) self-consistently lowers \(E_1\) to 105.1 meV and the spacing to 68.2 meV. The spacing falls by 18 percent relative to the uniform-field result, and \(f_{21}\) becomes 0.719. Placing every electron in the ground subband is a low-temperature assumption. If the electrons are instead spread thermally at 300 K over the higher subbands and the other valleys described below, the self-consistent spacing is about 70 meV. These solutions leave out the curvature of the potential due to the acceptor charge discussed below, which would lower the spacing by about another 2.5 meV with the ground subband alone and 2.3 meV with thermal occupation. The inverse-cube law (25) no longer describes the individual transitions.

The total strength is still one. For a local potential \(V(z)\), the terms containing \(V\) cancel in \((H-E_n)(z\psi_n)\), leaving \(-(\hbar^2/m)\psi_n'\). The integration in (24) then goes through unchanged. A calculation on a grid of step 0.03 nm gives a total of 0.9997, with a discretisation error of order the squared product of step and wavenumber. The argument does not cover a non-local exchange potential.

The remaining surface field comes from ionised acceptors. At \(5\times10^{17}\) cm\(^{-3}\) they form a depletion layer 46 nm wide, with a band bending of 0.81 eV. Their charge lowers the field by 0.011 MV/cm over the mean electron depth, about 2 percent of the surface field. The width and bending follow from charge balance alone. They are not an equilibrium solution for silicon at 300 K, where the assumed electron density would require a total bending of about 1.1 eV. With the same surface field and electron density, an acceptor density near \(3.9\times10^{17}\) cm\(^{-3}\) would meet that condition. These two figures take a band gap of 1.12 eV; the density moves between about \(3.8\) and \(4.0\times10^{17}\) cm\(^{-3}\) with the valence-band density of states adopted and with the thermal correction to the depletion approximation.

### The oxide wall

A real oxide barrier is finite. Take a height \(V_b=3.1\) eV and an oxide mass \(m_o=0.5m_e\). If the barrier is treated as flat, the wavefunction in the oxide is proportional to \(e^{\kappa z}\) for \(z<0\), with \(\kappa=\sqrt{2m_o(V_b-E)}/\hbar\). Continuity of \(\psi\) and of \(\psi'/m\), which conserves the current, requires
\[
\frac{\psi'(0^+)}m=\frac{\kappa\psi(0)}{m_o}. \tag{37}
\]
To first order the wavefunction behaves as if the hard wall had moved back by \(\delta=m_o/(m\kappa)\), and each level falls by about \(eF\delta\). Solving (37) with the Airy functions gives shifts of \(-4.40\) meV for \(E_1\) and \(-4.44\) meV for \(E_2\). Their spacing changes by only \(-0.04\) meV.

Where the mass depends on position, the sum rule itself is modified. The kinetic operator is then \(-(\hbar^2/2)\,\partial_z(1/m)\partial_z\), and
\[
(H-E_n)(z\psi_n)=-\frac{\hbar^2}{2}
\left[\left(\frac{\psi_n}{m}\right)'+\frac{\psi_n'}{m}\right]. \tag{38}
\]
Multiply by \(z\psi_n\) and integrate the first term by parts. The terms containing \(z\psi_n\psi_n'/m\) cancel, so the energy-weighted sum is \((\hbar^2/2)\langle1/m\rangle_n\). The part of the wavefunction in the oxide counts with the oxide mass.

For an oxide 3 nm thick, the factor \(\exp(-2\int\kappa\,dz)\), now including the field in the oxide, is about \(2\times10^{-16}\). This is a tunnelling factor, not a leakage current. With an oxide permittivity of 3.9, continuity of displacement gives an oxide field of \((12/3.9)(0.50)=1.54\) MV/cm. A rough breakdown field for a thin oxide is 10 MV/cm.

The change of permittivity also produces an image force. Seen from the semiconductor, an electron at \(z\) has an image of \(\beta\) times its charge at \(-z\). Seen from the oxide, it appears as a charge \(\tau\) times its own at \(z\). Continuity of potential and of normal displacement requires
\[
\frac{1+\beta}{\varepsilon}=\frac{\tau}{\varepsilon_o},\qquad
1-\beta=\tau,\qquad
\beta=\frac{\varepsilon-\varepsilon_o}{\varepsilon+\varepsilon_o}=0.509. \tag{39}
\]
The self-energy is half the product of the charge and the image potential:
\[
V_{\rm im}(z)=\frac{\beta e^2}{16\pi\varepsilon z}. \tag{40}
\]
It is positive, so it repels the electron from the oxide. Averaged over the hard-wall states, it raises \(E_1\) by 13.5 meV and \(E_2\) by 9.4 meV. The spacing falls by about 4 meV. This estimate leaves out images in the gate metal.

### The absorption line

The peak of absorption need not lie at the spacing of the levels, because the moving charge acts back on itself. Write the wavefunction as \(\psi_1+c\,\psi_2\), with the time factor of \(\psi_1\) removed and \(|c|\) small. The density changes by \(N_s\psi_1\psi_2(c+c^*)\). Define \(G(z)=\int_0^z\psi_1\psi_2\,dz'\), which vanishes at both ends by orthogonality. Gauss's law gives the change in potential energy,
\[
\delta V'(z)=-\frac{e^2N_s}{\varepsilon}G(z)(c+c^*). \tag{41}
\]
Its matrix element between the two states follows by parts:
\[
\int\psi_1\psi_2\,\delta V\,dz=-\int G\,\delta V'\,dz
=K(c+c^*),\qquad
K=\frac{e^2N_s}{\varepsilon}\int_0^\infty G^2\,dz. \tag{42}
\]
With \(\Delta=E_2-E_1\), the amplitude obeys \(i\hbar\dot c=\Delta c+K(c+c^*)\). Separate \(c=X+iY\):
\[
\hbar\dot X=\Delta Y,\qquad
\hbar\dot Y=-(\Delta+2K)X,\qquad
(\hbar\omega)^2=\Delta(\Delta+2K). \tag{43}
\]
For the uniform-field states \(K=2.33\) meV, and the resonance moves from 82.8 to 85.1 meV. This depolarisation shift is a mean-field result for two subbands, with all electrons in the lower one.

A mobility of 500 cm\(^2\)/Vs and a parallel mass of \(0.2m_e\) give a scattering time \(\tau_s=\mu m_\parallel/e=57\) fs. The corresponding energy \(\hbar/\tau_s\) is 11.6 meV. It indicates the scale of the broadening, although the time that limits current need not equal the time that limits optical coherence.

### Temperature and the other valleys

The conduction band in this model has two valleys with normal mass \(0.9m_e\), and four with normal mass \(0.2m_e\). Energies in a fixed field scale as \(m^{-1/3}\), so the second ladder starts at
\[
110.6\ \text{meV}\times(0.9/0.2)^{1/3}=182.6\ \text{meV}. \tag{44}
\]
A subband with \(g\) valleys and parallel density-of-states mass \(m_d\) has the constant density of states \(gm_d/(\pi\hbar^2)\), including spin. Integrating the Fermi function over it gives
\[
N_i=\frac{gm_d}{\pi\hbar^2}k_BT
\ln\left[1+e^{(\mu_F-E_i)/k_BT}\right], \tag{45}
\]
where \(\mu_F\) is the Fermi level. Here \(m_d=0.2m_e\) for the first ladder and \(\sqrt{0.9\times0.2}\,m_e\) for the second.

At 300 K, \(k_BT=25.9\) meV. With the uniform-field levels, the ground subband holds 75 percent of the electrons, the second subband of the same ladder 3 percent, and the other ladder 21 percent. The occupation at the ground subband edge is 0.16, so the gas is only weakly degenerate. Screening brings the levels closer together: a self-consistent calculation at this temperature, again without the acceptor charge, lowers the ground subband's share to about 67 percent and raises that of the other ladder to about 28 percent. Each ladder obeys the sum rule with its own normal mass, but a measured absorption combines them according to their populations and masses.

### The model beside a real device

The chosen masses, permittivities, field, density and mobility are rough typical values for silicon (100), and none is meant to describe a particular transistor. The assumption that most affects the spacing here is the uniform field. Replacing it by the self-consistent field, with the surface field held fixed, moves the spacing from 82.8 to 68.2 meV. The image force and the depolarisation shift were estimated from the uniform-field states, so their changes should not simply be added to this result. A thin silicon film or fin can also bring a second wall within reach of the electrons, and the triangular well then ceases to be a suitable starting point. Nonparabolic bands, exchange and correlation, and a microscopic treatment of interface roughness are left out. These limits concern the use of the well as a device model; identity (10) for the Airy zeros does not depend on them. The numerical output below gives most of the values to more digits.

## Computed values

```
Airy zeros a1..a6: 2.338107 4.087949 5.520560 6.786708 7.944134 9.022651
k=2: gap 1.749842, inverse cube 0.186639, sum 0.186639, strength 0.74656
k=3: gap 3.182452, inverse cube 0.031025, sum 0.217665, strength 0.12410
k=4: gap 4.448601, inverse cube 0.011359, sum 0.229023, strength 0.04543
k=5: gap 5.606026, inverse cube 0.005676, sum 0.234699, strength 0.02270
k=6: gap 6.684543, inverse cube 0.003348, sum 0.238047, strength 0.01339
partial sum, zeros up to k=10: 0.24376727
partial sum, zeros up to k=100: 0.24951784
partial sum, zeros up to k=2000: 0.24997727
tail beyond k=2000: integral 2.2727e-05, simple estimate 2.2516e-05
sum plus tail measured from state 1: 0.2500000000
sum plus tail measured from state 2: 0.2500000000
sum plus tail measured from state 3: 0.2500000000
Model: round values, rough regime of a silicon (100) inversion layer
normal mass 0.9 m_e, light mass 0.2 m_e, field 0.50 MV/cm
relative permittivity: semiconductor 12.0, oxide 3.9
length scale 0.9460 nm, energy scale 47.301 meV
E1, E2, E3: 110.60 193.37 261.13 meV
E2-E1 82.77 meV, mean depth 1.475 nm
dipole length |z21| 0.6179 nm, strength f21 0.74656
inversion density 1.00e+12 cm^-2, its field 0.151 MV/cm
self-consistent: E1 105.10 meV, E2-E1 68.17 meV
self-consistent: f21 0.7190, total strength 0.9997
acceptors 5.0e+17 cm^-3, depletion width 46.3 nm, bending 0.809 eV
acceptor field drop over mean depth 0.0111 MV/cm
oxide barrier 3.1 eV, oxide mass 0.5 m_e, thickness 3.0 nm
finite barrier shifts: E1 -4.40, E2 -4.44, E2-E1 -0.038 meV
WKB tunnelling factor through oxide: 2.12e-16
oxide field 1.54 MV/cm, rough breakdown 10 MV/cm
image charge fraction 0.5094; first-order shifts: E1 13.49, E2 9.40 meV
depolarisation: K 2.329 meV, resonance 85.07 meV
thermal energy at 300 K: 25.85 meV; other ladder starts at 182.59 meV
population shares: ground 0.750, second 0.033, other ladder 0.214
occupation at the ground subband edge: 0.159
mobility 500 cm2/Vs: scattering time 56.9 fs, broadening 11.58 meV
```
